# The retarded dipole-quadrupole dispersion potential between two atoms

## 1. A special case: instantaneous Coulomb coupling

Take two one-electron atoms, A and B, with fixed nuclei a distance \(R\) apart along \(z\). Their ground states are spherical and do not overlap. Suppose first that the Coulomb force acts instantaneously. Units have \(4\pi\epsilon_0=1\) throughout, and in this section the electron charge is also 1.

The only Coulomb term containing both electron positions \(\mathbf r_1,\mathbf r_2\), each measured from its own nucleus, is \(1/|\mathbf R+\mathbf d|\) with \(\mathbf d=\mathbf r_2-\mathbf r_1\). Its \(R^{-4}\) term is \(-h(\mathbf d)/R^4\), where \(h(\mathbf d)=(5d_z^3-3d_zd^2)/2\). The part linear in \(\mathbf r_1\) and quadratic in \(\mathbf r_2\) is \(+\mathbf r_1\cdot\nabla h(\mathbf r_2)/R^4\), so

\[
V=\frac{3}{R^4}\left[z_1Q_2-x_1x_2z_2-y_1y_2z_2\right],\qquad Q=\tfrac12(3z^2-r^2).
\]

This couples a dipole on A to a quadrupole on B. Let \(s_n^A\) be \(|\langle0|z|n\rangle|^2\) summed over the degenerate states of level \(n\), and \(s_m^B\) the same for \(Q\). The angular averages are \(\langle Q^2\rangle=r^4/5\) and \(\langle x^2z^2\rangle=r^4/15\), so \(xz\) and \(yz\) each have strength \(s_m^B/3\). Cross terms vanish, because \(x_1,y_1,z_1\) lead to orthogonal states. The squared coupling is therefore \((9+3+3)s_n^As_m^B/R^8\), and second-order perturbation theory gives

\[
E=-\frac{15}{R^8}\sum_{n,m}\frac{s_n^As_m^B}{\hbar(\omega_n+\omega_m)} .
\]

Partial fractions give \(\int_0^\infty d\xi\,[(a^2+\xi^2)(b^2+\xi^2)]^{-1}=\pi/[2ab(a+b)]\), which separates the two atoms. Define

\[
\alpha_1(i\xi)=\frac2\hbar\sum_n\frac{\omega_n s_n}{\omega_n^2+\xi^2}
\]

for the dipole operator \(z\), and \(\alpha_2\) likewise for \(Q\). Then

\[
E=-\frac{15\hbar}{2\pi R^8}\int_0^\infty d\xi\,\alpha_1^A(i\xi)\,\alpha_2^B(i\xi).
\]

Adding the term with A and B exchanged gives \(-C_8/R^8\), with

\[
C_8=\frac{15\hbar}{2\pi}\int_0^\infty d\xi\,[\alpha_1^A\alpha_2^B+\alpha_2^A\alpha_1^B].
\]

A finite speed of light alters this noticeably once \(R/c\) is no longer small compared with \(1/\omega\), where \(\omega\) is a typical angular frequency of the atomic transitions.

## 2. Coupling to the quantized field

In the multipolar Hamiltonian, separated neutral atoms have no direct Coulomb interaction; they interact through the transverse field \(\mathbf E\), the displacement field divided by \(\epsilon_0\). A charge \(q\) at \(\mathbf r\) from its atomic centre contributes \(-q r_j\int_0^1d\lambda\,E_j(\lambda\mathbf r)\). Expanding in \(\mathbf r\),

\[
H_{\rm int}=-\mu_jE_j-\tfrac12\sum q\,r_jr_k\,\partial_kE_j-\dots
\]

Since \(\partial_jE_j=0\), the trace of \(r_jr_k\) drops out. With \(\Theta_{jk}=\frac12\sum q(3r_jr_k-r^2\delta_{jk})\), the second term becomes \(-\frac13\Theta_{jk}\partial_kE_j\). Only the symmetric part of the gradient enters; the antisymmetric part, a curl, drops out because \(r_jr_k\) is symmetric. Coupling to the magnetic field is a separate term, which is not treated here.

## 3. The energy as an imaginary-frequency integral

Write the coupling as \(-M_AF_A-M_BF_B\), with \(M\) an atomic moment, \(F\) the field component it meets, and component indices suppressed. For a long imaginary time \(\mathcal T\), the energy shift is \(\Delta E=-(\hbar/\mathcal T)\ln Z\), where

\[
Z=\left\langle T\exp\left[\frac1\hbar\int_0^{\mathcal T}d\tau\,(M_AF_A+M_BF_B)\right]\right\rangle .
\]

The average is over the uncoupled ground state. Because \(\langle M_A\rangle=\langle M_B\rangle=0\), the lowest term involving both atoms has two moments on each. Its prefactor is \(\frac1{4!}\binom42=\frac14\), times \(\hbar^{-4}\).

The free field obeys Wick's theorem. The pairing \(\langle F_AF_A\rangle\langle F_BF_B\rangle\) is the product of the two separate self-energy terms and cancels in \(\ln Z\). Two equal pairings \(\langle F_AF_B\rangle\langle F_AF_B\rangle\) remain, and the prefactor becomes \(\frac12\).

An excitation of frequency \(\omega\) contributes a time dependence

\[
e^{-\omega|\tau|}=\int_{-\infty}^{\infty}\frac{d\xi}{2\pi}\,\frac{2\omega}{\omega^2+\xi^2}\,e^{i\xi\tau}.
\]

The moment correlations are thus \(\hbar\int\frac{d\xi}{2\pi}\alpha(i\xi)e^{i\xi\tau}\). Define \(D(i\xi)\) in the same way from \(\langle T F_AF_B\rangle\). The four correlations form a closed chain, so the four time integrals leave one factor \(\mathcal T\) and one frequency:

\[
\ln Z\to\frac{\mathcal T}{2}\int_{-\infty}^{\infty}\frac{d\xi}{2\pi}\,{\rm Tr}[\alpha_AD\alpha_BD^{T}],
\]

\[
\Delta E=-\frac{\hbar}{2\pi}\int_0^\infty d\xi\,{\rm Tr}[\alpha_AD\alpha_BD^{T}].
\]

The last step uses evenness in \(\xi\). As a test, two two-level atoms coupled to two field modes were diagonalized numerically. The fourth-order coefficient was \(-0.589693\), against \(-0.589694\) from this integral.

## 4. The field correlation between the atoms

For wave vector \(\mathbf k\) the squared mode amplitude is \(2\pi\hbar\omega/V\), with \(\omega=ck\), and the polarization sum is \(\delta_{ij}-\hat k_i\hat k_j\). Multiplying by \(2\omega/[\hbar(\omega^2+\xi^2)]\) and setting \(\kappa=\xi/c\),

\[
D_{ij}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi(k^2\delta_{ij}-k_ik_j)}{k^2+\kappa^2}\,e^{i\mathbf k\cdot\mathbf R}
=(\partial_i\partial_j-\delta_{ij}\nabla^2)g,\qquad g=\frac{e^{-\kappa R}}R .
\]

For \(R\ne0\), \(\nabla^2g=\kappa^2g\), so \(D_{ij}=(\partial_i\partial_j-\kappa^2\delta_{ij})g\).

With the dipole on A and the quadrupole on B, the field correlation needed is the gradient of \(D_{ij}\) at B, symmetrized in \(j,k\):

\[
S_{ijk}=\partial_i\partial_j\partial_kg-\frac{\kappa^2}{2}(\delta_{ij}\partial_k+\delta_{ik}\partial_j)g .
\]

In its square, the cross term is \(-2\kappa^2\,\partial_k(\nabla^2g)\,\partial_kg=-2\kappa^4|\nabla g|^2\). The square of the second part is \(\frac{\kappa^4}{4}(3+3+2)|\nabla g|^2=+2\kappa^4|\nabla g|^2\). They cancel:

\[
S_{ijk}S_{ijk}=(\partial_i\partial_j\partial_kg)(\partial_i\partial_j\partial_kg).
\]

Let \(\mathbf n=\mathbf R/R\). From \(\partial_ig=g'n_i\) and \(\partial_in_j=(\delta_{ij}-n_in_j)/R\), two further differentiations give

\[
\partial_i\partial_j\partial_kg=A\,n_in_jn_k+B(\delta_{ij}n_k+\delta_{ik}n_j+\delta_{jk}n_i),
\]

with \(B=g''/R-g'/R^2\) and \(A=g'''-3B\). The square is \(A^2+6AB+15B^2=(A+3B)^2+6B^2=(g''')^2+6B^2\). With \(x=\kappa R\),

\[
g'=-\frac{e^{-x}(1+x)}{R^2},\qquad g''=\frac{e^{-x}(2+2x+x^2)}{R^3},
\]

\[
g'''=-\frac{e^{-x}(6+6x+3x^2+x^3)}{R^4},\qquad B=\frac{e^{-x}(3+3x+x^2)}{R^4}.
\]

The two squares are

\[
(6+6x+3x^2+x^3)^2=36+72x+72x^2+48x^3+21x^4+6x^5+x^6,
\]

\[
6(3+3x+x^2)^2=54+108x+90x^2+36x^3+6x^4 .
\]

Their sum gives \(S_{ijk}S_{ijk}=e^{-2x}P(x)/R^8\), where

\[
P(x)=90+180x+162x^2+84x^3+27x^4+6x^5+x^6 .
\]

A direct numerical sum over vacuum plane waves reproduces this function at \(x=1.2\) and \(x=3.0\).

## 5. The potential

For a spherical atom the quadrupole response is isotropic, symmetric and traceless in each index pair:

\[
\Pi_{jk,lm}=\beta\left(\delta_{jl}\delta_{km}+\delta_{jm}\delta_{kl}-\tfrac23\delta_{jk}\delta_{lm}\right).
\]

Since \(\Theta_{zz}\) is the operator that defines \(\alpha_2\), \(\Pi_{zz,zz}=\frac43\beta=\alpha_2\), so \(\beta=\frac34\alpha_2\). Each coupling carries a factor \(\frac13\), and \(S_{ijj}=0\). The trace in Section 3 is therefore

\[
\frac19\,\alpha_1\,S_{ijk}\Pi_{jk,lm}S_{ilm}=\frac19\cdot2\cdot\frac34\,\alpha_1\alpha_2S^2=\frac16\alpha_1\alpha_2S^2 .
\]

Adding the exchanged assignment,

\[
\boxed{E_{DQ}=-\frac{\hbar}{12\pi R^8}\int_0^\infty d\xi\,[\alpha_1^A\alpha_2^B+\alpha_2^A\alpha_1^B]\,e^{-2x}P(x),\quad x=\frac{\xi R}{c}}
\]

This is the leading, fourth-order result for ground-state atoms at zero temperature without charge overlap.

Differentiation gives

\[
\frac{d}{dx}(e^{-2x}P)=-e^{-2x}(36x+72x^2+60x^3+24x^4+6x^5+2x^6),
\]

which is negative for \(x>0\). Retardation thus weakens this contribution at every distance: the weight \(e^{-2x}P(x)\) falls to half its static value near \(\xi=2c/R\), and much larger values of \(\xi\) contribute little. This decay belongs to imaginary frequency: at a real frequency \(\omega\) the factor \(e^{-\xi R/c}\) becomes the phase \(e^{i\omega R/c}\), which oscillates instead of decaying.

## 6. Short range

Let \(\bar\omega\) be a typical transition frequency. When \(R\ll c/\bar\omega\), \(x\) is small over the important frequencies. Expanding the exponential, the coefficients of \(e^{-2x}P\) are

- \(x^1\): \(180-180=0\);
- \(x^2\): \(162-360+180=-18\);
- \(x^3\): \(84-324+360-120=0\).

Hence \(e^{-2x}P/6=15-3x^2+O(x^4)\), and

\[
E_{DQ}\simeq-\frac{C_8}{R^8}+\frac{3\hbar}{2\pi c^2R^6}\int_0^\infty d\xi\,\xi^2[\alpha_1^A\alpha_2^B+\alpha_2^A\alpha_1^B].
\]

The first term is the Coulomb result of Section 1. The second integral converges because each polarizability falls as \(\xi^{-2}\). The \(x^4\) term cannot be integrated separately, since its integrand tends to a constant. It is cut off at \(\xi\sim c/R\), so the next correction is smaller than the one shown by order \(\bar\omega R/c\).

Short range still means that the electron clouds do not overlap. Exchange and charge penetration grow roughly exponentially as the atoms approach, and they become important well before contact.

## 7. Long range

When \(R\gg c/\bar\omega\), the exponential restricts \(\xi\) to values far below the transition frequencies. Put \(\xi=cx/R\) and replace the polarizabilities by their static values. With \(\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}\),

\[
\int_0^\infty e^{-2x}P\,dx=45+45+\frac{81}{2}+\frac{63}{2}+\frac{81}{4}+\frac{45}{4}+\frac{45}{8}=\frac{1593}{8}.
\]

Since \(1593/(8\cdot12\pi)=531/(32\pi)\),

\[
E_{DQ}\to-\frac{531\hbar c}{32\pi R^9}[\alpha_1^A\alpha_2^B+\alpha_2^A\alpha_1^B]_{\xi=0}.
\]

The extra power of \(1/R\) comes from the range of imaginary frequencies that still contribute, which is of order \(c/R\). Because \(\alpha(i\xi)\le\alpha(0)\), the magnitude of \(E_{DQ}\) never exceeds this law; by Section 5 it never exceeds \(C_8/R^8\) either.

## 8. What the \(R^{-9}\) law does not include

This law is not the complete \(R^{-9}\) interaction. The dipole-dipole energy follows from \(D_{ij}\), whose longitudinal component is \(2e^{-x}(1+x)/R^3\) and whose two transverse components are \(-e^{-x}(1+x+x^2)/R^3\). Thus

\[
D_{ij}D_{ij}=\frac{e^{-2x}}{R^6}(6+12x+10x^2+4x^3+2x^4).
\]

For equal atoms, \(E_{DD}=-(\hbar/2\pi)\int_0^\infty d\xi\,\alpha_1^2D_{ij}D_{ij}\). At low frequency write \(\alpha_1(i\xi)=\alpha_1-b\xi^2+\dots\), where \(\alpha_1\) without an argument is the static value. The integral of \(e^{-2x}\) times the polynomial is \(3+3+\frac52+\frac32+\frac32=\frac{23}2\). With an extra factor \(x^2\) it is \(\frac32+\frac92+\frac{15}2+\frac{15}2+\frac{45}4=\frac{129}4\). Hence

\[
E_{DD}\to-\frac{23\hbar c\,\alpha_1^2}{4\pi R^7}+\frac{129\hbar c^3\alpha_1b}{4\pi R^9}.
\]

The leading attraction falls as \(R^{-7}\), and its first correction is a repulsive \(R^{-9}\) term. The trace part of the octupole coupling also contributes at order \(R^{-9}\), with a sign and size not worked out here: it involves \(\nabla^2\mathbf E\), which supplies a factor \(\kappa^2=x^2/R^2\) relative to the dipole-dipole case. Magnetic couplings are also omitted. They are not confined to order \(R^{-9}\): the diamagnetic response of one atom, combined with the electric dipole response of the other, contributes already at order \(R^{-7}\). Its coefficient is very small, but at large \(R\) it exceeds \(E_{DQ}\). For two hydrogen atoms this happens beyond about \(2300\,a_0\), so the last row of the table in Section 9 describes the dipole-quadrupole part alone, not the largest correction to the dipole-dipole energy.

## 9. Two hydrogen atoms

Consider two nonrelativistic ground-state hydrogen atoms with fixed nuclei, without spin, exchange or overlap. In atomic units \(\hbar=1\) and \(c=137.036\).

The static polarizabilities have closed forms. The first-order equation \((H_0-E_0)f\psi_0=r^lP_l\psi_0\) is solved by \(f=[r^l/l+r^{l+1}/(l+1)]P_l\), as substitution with \(\psi_0'=-\psi_0\) shows. Therefore

\[
\alpha_l(0)=\frac{2}{2l+1}\left[\frac{\langle r^{2l}\rangle}{l}+\frac{\langle r^{2l+1}\rangle}{l+1}\right],\qquad \langle r^n\rangle=\frac{(n+2)!}{2^{n+1}},
\]

\[
\alpha_1=\tfrac23(3+3.75)=4.5,\qquad \alpha_2=\tfrac25(11.25+26.25)=15 .
\]

At imaginary frequencies, diagonalization in a Laguerre basis gives \(\int_0^\infty\alpha_1\alpha_2\,d\xi=26.0541\). For equal atoms the two assignments coincide, so

\[
C_8=\frac{15}{\pi}\times26.0541=124.399\ E_{\rm h}a_0^8\quad(3.335\times10^{-98}\ {\rm J\,m^8}).
\]

The double sum of Section 1 gives the same value. Writing the long-range law as \(-K_9/R^9\),

\[
K_9=\frac{531\times137.036}{16\pi}\times4.5\times15=9.772\times10^4\ E_{\rm h}a_0^9\quad(1.386\times10^{-105}\ {\rm J\,m^9}).
\]

The two limiting laws cross at \(K_9/C_8=785.5\,a_0\), or 41.6 nm. The table gives the energy relative to each law and the local exponent \(-d\ln|E_{DQ}|/d\ln R\).

| \(R/a_0\) | \(E_{DQ}/(-C_8R^{-8})\) | \(E_{DQ}/(-K_9R^{-9})\) | exponent |
|---|---|---|---|
| 10 | 0.9997 | 0.013 | 8.001 |
| 100 | 0.978 | 0.124 | 8.039 |
| 1000 | 0.564 | 0.718 | 8.577 |
| 10000 | 0.078 | 0.994 | 8.988 |

The change of power law is gradual. At the crossing the energy is 0.641 of the value given by either law, and the exponent is 8.49. At \(10\,a_0\) the correction of Section 6, whose coefficient is \(3.830\times10^{-4}\,E_{\rm h}a_0^6\), predicts a relative reduction of \(3.830\times10^{-4}\times10^2/124.4=3.1\times10^{-4}\), in agreement with the first row.

The first row describes the dispersion model only. In a real pair of hydrogen atoms at \(10\,a_0\), exchange is not negligible: half the singlet-triplet splitting is about \(5\times10^{-7}\,E_{\rm h}\), against \(1.24\times10^{-6}\,E_{\rm h}\) for \(|E_{DQ}|\). It decays exponentially and soon becomes unimportant at larger distances. Real atoms also carry the electron spins left out of the model, and their first-order magnetic dipole-dipole energy falls only as \(R^{-3}\). For both spins parallel to the axis it is \(-1/(2c^2R^3)\) in atomic units, which exceeds \(|E_{DQ}|\) in magnitude beyond about \(22\,a_0\) and \(|E_{DD}|\) beyond about \(62\,a_0\). It vanishes in the singlet and averages to zero over the four spin states. The whole table therefore describes the spin-independent dipole-quadrupole part, not the full interaction of real atoms in a given spin state.

The dipole-dipole energy sets the scale. At \(10\,a_0\) the ratio \(E_{DQ}/E_{DD}\) is \(1.2436/6.4967=0.19\); at \(1000\,a_0\) it is \(1.9\times10^{-5}\). With \(b=26.583\), the repulsive \(R^{-9}\) coefficient of the dipole-dipole channel is \(3.16\times10^9\,E_{\rm h}a_0^9\), about 32,000 times \(K_9\). The formulas show why: the ratio is \((516/531)\,c^2b/\alpha_2\), and \(c^2\) is large in atomic units. For hydrogen, then, the net \(R^{-9}\) contribution of these two channels is repulsive, although the dipole-quadrupole part is attractive. The numerical output lists further distances and the absolute energies.

## Table of computed values

```
Atomic units: a0 = bohr, Eh = hartree
speed of light c = 137.035999 a.u.
model atoms, exact 4th-order coefficient = -0.589693
model atoms, frequency integral          = -0.589694
x=1.2: R^8 S^2 mode sum 68.794609, formula 68.794609
x=3.0: R^8 S^2 mode sum 21.639507, formula 21.639507
Coulomb angular factor = 15.000000
H static dipole polarizability a1 = 4.500000 a.u.
H static quadrupole polarizability a2 = 15.000000 a.u.
integral of a1*a2 over xi = 26.054083 a.u.
C8 from frequency integral = 124.399084 Eh a0^8
C8 from double state sum   = 124.399084 Eh a0^8
C8 with 14 basis functions = 124.399084 Eh a0^8
C8 in SI = 3.3349e-98 J m^8
DQ first short-range correction W6 = 3.8304e-04 Eh a0^6
DQ far coefficient K9 = 9.771542e+04 Eh a0^9
K9 in SI = 1.3862e-105 J m^9
crossing K9/C8 = 785.50 a0 = 41.57 nm
DQ factor at crossing = 0.6414
DQ local exponent at crossing = 8.4875
DD far coefficient K7 = 5.078994e+03 Eh a0^7
curvature b of a1(i xi) = 26.583333 a.u.
DD R^-9 coefficient (repulsive) = 3.160136e+09 Eh a0^9
ratio of DD to DQ R^-9 coefficients = 3.2340e+04
R/a0, E_DQ/Eh, E_DQ/(-C8/R^8), E_DQ/(-K9/R^9), exponent, E_DD/Eh
     10 -1.2436e-06 0.99970 0.01273 8.0006 -6.4967e-06
     20 -4.8538e-09 0.99885 0.02543 8.0022 -1.0141e-07
     50 -3.1639e-12 0.99350 0.06324 8.0120 -4.1284e-10
    100 -1.2162e-14 0.97765 0.12446 8.0392 -6.3385e-12
    200 -4.5262e-17 0.93144 0.23716 8.1109 -9.4157e-14
    500 -2.4543e-20 0.77067 0.49056 8.3291 -3.1856e-16
   1000 -7.0166e-23 0.56404 0.71807 8.5771 -3.6450e-18
   2000 -1.6909e-25 0.34797 0.88600 8.8040 -3.5158e-20
   5000 -4.8859e-29 0.15342 0.97659 8.9550 -6.3495e-23
  10000 -9.7115e-32 0.07807 0.99386 8.9878 -5.0479e-25
 100000 -9.7709e-41 0.00785 0.99994 8.9999 -5.0787e-32
```
